# Small-Signal and Rate Lifetimes in Auger-Dominated Recombination

A device simulation needs the Auger coefficient $C$ of a silicon film. The pump on the film is modulated slightly about a steady carrier density of $10^{18}\ \mathrm{cm^{-3}}$, and the density is found to relax with a time constant of 0.333 µs. Should the coefficient be computed from $C=1/(n^2\tau)$ with this time as $\tau$? That would give $3\times10^{-30}\ \mathrm{cm^6/s}$. If the film is undoped, Auger recombination dominates and $C$ does not depend on density, the correct value is $1\times10^{-30}\ \mathrm{cm^6/s}$. The measured time is sound, but it is not density divided by recombination rate.

## A counter-example

Take a uniform, undoped film in which electrons and holes have the same density $n$, far above the intrinsic density. Light creates pairs at the rate $G$ per unit volume, and Auger recombination removes them at the rate $R$:

$$\frac{dn}{dt}=G-R(n),\qquad R(n)=Cn^3 .$$

The cube appears because each event needs three carriers: an electron and a hole that recombine, and a third carrier that takes up the energy.

Let $C=10^{-30}\ \mathrm{cm^6/s}$ and $G=10^{24}\ \mathrm{cm^{-3}\,s^{-1}}$. In the steady state $G=Cn_0^3$, so

$$n_0=\left(\frac{G}{C}\right)^{1/3}=(10^{54})^{1/3}\ \mathrm{cm^{-3}}=10^{18}\ \mathrm{cm^{-3}} .$$

Density divided by recombination rate defines the rate lifetime,

$$\tau=\frac{n_0}{R(n_0)}=\frac{1}{Cn_0^2}=\frac{10^{18}}{10^{24}}\ \mathrm{s}=1\ \text{µs}.$$

Now raise the density by 1% and hold the pump at $G$. The excess is $10^{16}\ \mathrm{cm^{-3}}$. The loss rises by about 3%, or $3\times10^{22}\ \mathrm{cm^{-3}\,s^{-1}}$, because it goes as the cube. The pump still balances the original loss, so this increase alone removes the excess. The time scale is

$$\frac{10^{16}}{3\times10^{22}}\ \mathrm{s}=0.333\ \text{µs},$$

one third of $\tau$.

To see what the 1% approximation leaves out, write $n=n_0(1+x)$ with $G=Cn_0^3$ fixed. Then

$$n_0\frac{dx}{dt}=Cn_0^3-Cn_0^3(1+x)^3 .$$

Dividing by $n_0$, using $Cn_0^2=1/\tau$ and expanding the cube gives

$$\frac{dx}{dt}=-\frac{3x+3x^2+x^3}{\tau}.$$

For $|x|\ll1$ the first term dominates, and $x$ decays as $e^{-t/\tau_d}$ with the small-signal lifetime $\tau_d=\tau/3$.

For a finite initial deviation $x_0$, the time to fall to $x_0/e$ is

$$t_e=\tau\int_{x_0/e}^{x_0}\frac{dx}{3x+3x^2+x^3}
=\frac{\tau}{3}\int_{x_0/e}^{x_0}\frac{dx}{x}\,\frac{1}{1+x+x^2/3}.$$

Since $1/(1+x+x^2/3)=1-x+O(x^2)$, the integrand is $1/x-1$ to the order needed, and

$$t_e\simeq\frac{\tau}{3}\left[1-x_0\left(1-\frac1e\right)\right].$$

For $x_0=+0.1$ this gives 0.312 µs, and for $x_0=-0.1$ it gives 0.354 µs. Numerical integration of the full cubic equation gives 0.313 µs and 0.355 µs. A 10% deviation therefore changes the apparent lifetime by 6 to 7%, with a sign that depends on the direction of the step.

## Modulating the pump and switching it off

Let the pump be $G(1+m\cos\omega t)$ with $m\ll1$. To first order,

$$\frac{dx}{dt}=\frac{m\cos\omega t-3x}{\tau}.$$

Insert $x=\mathrm{Re}(Xe^{i\omega t})$. Then $i\omega\tau X=m-3X$, so

$$X=\frac{m}{3+i\omega\tau}=\frac{m/3}{1+i\omega\tau_d}.$$

The slow response is $m/3$ because the steady density follows the cube root of the pump. At $\omega\tau_d=1$ the amplitude has fallen to $1/\sqrt2$ of its slow value, and the density lags the pump by 45°. In the example this corner lies at $1/(2\pi\tau_d)=477$ kHz; putting $\tau$ in place of $\tau_d$ would predict 159 kHz. A 1% pump modulation at the true corner gives a density amplitude of $1\%/(3\sqrt2)=0.236\%$.

Switching the pump off completely is a different experiment. Now $dn/dt=-Cn^3$, and

$$\frac{d}{dt}\left(n^{-2}\right)=-2n^{-3}\frac{dn}{dt}=2C .$$

Integrating from $n_0$ at $t=0$ gives $n^{-2}=n_0^{-2}+2Ct$, or

$$n(t)=\frac{n_0}{\sqrt{1+2t/\tau}} .$$

The initial value of $-(1/n)\,dn/dt$ is $1/\tau$, not $3/\tau$. With no pump to balance it, the whole loss acts on the whole density. The decay then slows as the carriers thin out. Half the density is left when $1+2t/\tau=4$, at $t=1.5$ µs, and a fraction $1/e$ is left at $t=(e^2-1)\tau/2=3.19$ µs. One film with one value of $C$ thus yields 0.333, 1 or 3.19 µs, according to the question asked.

## The general statement and its proof

Suppose that the loss depends on the instantaneous density alone, through a smooth function $R(n)$ with $R'(n_0)>0$. Then a small deviation from the steady state, with the pump held fixed, decays with

$$\tau_d=\frac{1}{R'(n_0)},\qquad
\frac{\tau_d}{\tau}=\frac{R(n_0)}{n_0R'(n_0)}=\left[\frac{d\ln R}{d\ln n}\right]^{-1}_{n_0}.$$

For the proof, put $n=n_0+\delta$ and expand the loss:

$$\frac{d\delta}{dt}=G-R(n_0)-R'(n_0)\,\delta+O(\delta^2).$$

The first two terms cancel by the steady-state condition. What remains is exponential decay at the rate $R'(n_0)$. Dividing $\tau_d=1/R'$ by $\tau=n_0/R$ gives the ratio. It is the inverse of the local power with which the loss grows. The proof fails if the loss has a memory, for example when slowly filling traps hold a charge that does not follow $n$.

**Several loss channels.** Let $R=An+Bn^2+Cn^3$, with constant, non-negative coefficients for linear, radiative and Auger loss. Then

$$\frac{\tau_d}{\tau}=\frac{A+Bn+Cn^2}{A+2Bn+3Cn^2}.$$

The denominator exceeds the numerator by $Bn+2Cn^2\ge0$, and three times the numerator exceeds the denominator by $2A+Bn\ge0$. The ratio therefore lies between 1/3 and 1.

**A density-dependent coefficient.** If $C\propto n^s$ near the working point, then $R\propto n^{3+s}$ and the ratio is $1/(3+s)$. It is 0.345 for $s=-0.1$ and 0.370 for $s=-0.3$.

**Doping.** In p-type material with acceptor density $N$ and excess density $\Delta$, the densities are $n=\Delta$ and $p=N+\Delta$, if the few equilibrium electrons are neglected. The third carrier may be an electron or a hole. Let these processes contribute fractions $c_n$ and $c_p$ of $C$, with $c_n+c_p=1$. Then

$$R=C\,\Delta\,(N+\Delta)\,[c_n\Delta+c_p(N+\Delta)] .$$

The bracket equals $\Delta+c_pN$. The rate lifetime is now $\Delta/R$. With $y=\Delta/N$, adding the logarithmic derivatives of the three factors gives

$$\frac{\tau_d}{\tau}=\left[1+\frac{y}{1+y}+\frac{y}{y+c_p}\right]^{-1}.$$

For $c_p=0.3$ the ratio is 0.960 at $y=0.01$, 0.441 at $y=1$ and 0.335 at $y=100$. All recombination here is Auger recombination, yet for any $c_p>0$ the ratio tends to 1 at sufficiently low injection. There the dopants supply two of the three carriers at fixed density, and the loss is linear in the excess. The factor 3 thus belongs to high injection.

## Recovering the recombination rate

Small-signal data do contain the total rate, but as a derivative. With $R(0)=0$, which neglects the intrinsic density,

$$R(n)=\int_0^n R'(n')\,dn'=\int_0^n\frac{dn'}{\tau_d(n')} .$$

For pure Auger loss the integrand is $3Cn'^2$, and the integral returns $Cn^3$. Using $n/\tau_d(n)$ instead returns $3Cn^3$, which is how the coefficient in the opening question became three times too large. If the data begin at a density $n_1$, the integral from $n_1$ gives $R(n)-R(n_1)$, and the rate at $n_1$ must be found separately.

## A silicon mesa

The numbers above can describe a circular silicon mesa, 10 µm thick and 100 µm in radius, on 1 µm of oxide over a silicon substrate. It is pumped uniformly across its face at 800 nm. The material values are rough typical ones at 300 K. The chosen $C$ is a round value of the right order for silicon at high injection.

Take a defect lifetime of 100 µs and a surface recombination speed $S=10$ cm/s, which requires good passivation. The two faces have area $2/W$ per unit volume for thickness $W$, and the side wall has $2/a$ for radius $a$. With nearly uniform density,

$$A=10^4+\frac{2S}{W}+\frac{2S}{a}=(1+2+0.2)\times10^4=3.2\times10^4\ \mathrm{s^{-1}} .$$

With $B=5\times10^{-15}\ \mathrm{cm^3/s}$, the radiative term $Bn_0$ is $5\times10^3\ \mathrm{s^{-1}}$, against $Cn_0^2=10^6\ \mathrm{s^{-1}}$. At the same pump rate, the steady density falls to $9.88\times10^{17}\ \mathrm{cm^{-3}}$ and the ratio rises to 0.341. Here $n/\tau_d$ would overstate the recombination rate by a factor $1/0.341=2.93$.

The same coefficients show how dominant Auger loss must be:

| $n$ (cm⁻³) | $\tau_d/\tau$ |
|---:|---:|
| $10^{16}$ | 0.992 |
| $10^{17}$ | 0.675 |
| $2\times10^{17}$ | 0.474 |
| $10^{18}$ | 0.341 |

At $2\times10^{17}\ \mathrm{cm^{-3}}$ the Auger term, $4\times10^4\ \mathrm{s^{-1}}$, already exceeds the sum of the others, $3.3\times10^4\ \mathrm{s^{-1}}$, but the ratio is still far from 1/3.

The light is absorbed unevenly, with an absorption depth of about 10 µm. Across the thickness, diffusion evens out the density in a time of order $W^2/(\pi^2D)\approx0.01$ µs for an ambipolar diffusivity $D=10\ \mathrm{cm^2/s}$, much less than $\tau_d$. A one-dimensional calculation divided the thickness into 100 cells, solved for the steady profile and took the slowest decay mode of the linearised equation. The density varies by 0.8% of its mean across the thickness, and the ratio remains 0.341. Radial diffusion is slower, about 0.7 µs, which is longer than $\tau_d$. Lumping the side wall into $A$ is safe because $S$ is small: resolving the radius as well raises the spread only to 1.0% and leaves the ratio at 0.341. Background doping of $10^{15}\ \mathrm{cm^{-3}}$ is also harmless: in the pure Auger model it leaves the ratio at 0.333.

The cubic law also assumes Boltzmann statistics. For a density-of-states mass of 1.1 electron masses, the effective band density of states is $N_c=2.9\times10^{19}\ \mathrm{cm^{-3}}$. Solving the Fermi–Dirac density integral for the reduced Fermi level $\eta$ gives an $e^\eta$ that is 1.2% above the Boltzmann value $n_0/N_c$. Quoted hole masses are often lighter: the excess is 2.0% for a mass of 0.8 and 3.4% for 0.56. Degeneracy is therefore a small correction here.

Heating needs more care. The film absorbs $GW=10^{21}$ photons per cm² and second, each of 1.55 eV, which makes 248 W/cm² if all of it becomes heat. Across the oxide, with conductivity 0.014 W/(cm K), the temperature rises by 1.8 K. One pass through the film absorbs a fraction $1-e^{-1}$ of the light, so the total heat, with reflection at the oxide neglected, is 393 W/cm². Placed at the substrate surface as a uniform disc, it raises the centre by $qa/k=2.6$ K, where $q$ is the heat flux and $k=1.5$ W/(cm K). These two figures are upper bounds: the oxide layer reflects roughly half of the light that reaches it, which at the same $G$ lowers the total heat to about 310 W/cm² and this rise to about 2 K. The film's heat capacity, 1.66 J/(cm³ K), and the thermal resistance of the oxide give a thermal time of 11.9 µs. This is much longer than $\tau_d$, so the film temperature hardly follows a modulation near 477 kHz. The substrate responds more slowly still, over a time of order $a^2c/k\approx110$ µs with $c$ the heat capacity per volume, and the full rise is approached only for modulation slow compared with this time too. A slow modulation also changes the temperature, and any temperature dependence of $C$ then enters the response. The effect is small here: the full rise of 4.4 K is 1.5% of 300 K, so if $C$ were proportional to the absolute temperature, the slow density response would be only about 1.5% weaker.

Two assumptions deserve attention in real silicon. First, $C$ is not strictly constant: electron–hole attraction enhances Auger recombination, and screening weakens the enhancement as the density rises. A mild slope $s=-0.1$ moves the pure Auger ratio from 0.333 to 0.345, or by 3%; published high-injection fits differ, and a slope $s=-0.2$ gives 0.357, or 7%. Second, surfaces in small silicon waveguides can limit the lifetime to nanoseconds. A linear loss of $10^9\ \mathrm{s^{-1}}$ is a thousand times the Auger term at $10^{18}\ \mathrm{cm^{-3}}$, and the two lifetimes then nearly coincide. Multiplying a measured small-signal time constant by the Auger factor 3, to obtain $\tau$, is justified after the density dependence of the loss has been established, not before.
